# The field shift of atomic levels for any spherical nuclear charge, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the nuclear charge to the level shift

In the simplest model, the electrostatic attraction between an electron and a nucleus is that of a point charge. A real nucleus spreads its charge over a small region, and an electron that enters this region is attracted less strongly. The resulting change of an atomic level is called the field shift. The parts below work it out for a nucleus whose charge density depends only on the distance from its centre.

Hartree atomic units are used: lengths are in bohr, energies in hartree, and the electron has mass 1 and charge $-1$. The nucleus is held at rest at the origin and carries the total charge $Z$. Its charge density is $Z\,n(r)$, with

$$\int n\,d^3r=4\pi\int_0^\infty r^2n(r)\,dr=1,\qquad \langle r^k\rangle=\int r^k\,n\,d^3r .$$

The function $n$ is non-negative, bounded and piecewise continuous, and its mean-square radius $\langle r^2\rangle$ is finite. It need not have a sharp edge. The electrons are treated non-relativistically.

**(a) Find the difference $\Delta V(r)$ between an electron's potential energy in the field of the extended nucleus and in that of a point nucleus. What is its sign, and where does it vanish?**

*Solution.* Consider first the charge on a thin spherical shell of radius $s$. The potential at distance $r$ from the centre requires the average of $1/|\mathbf r-\mathbf s|$ over the directions of $\mathbf s$. With $u$ the cosine of the angle between the two vectors, this average is

$$\frac12\int_{-1}^{1}\frac{du}{\sqrt{r^2+s^2-2rsu}}
=\frac12\left[-\frac{\sqrt{r^2+s^2-2rsu}}{rs}\right]_{u=-1}^{u=1}
=\frac{(r+s)-|r-s|}{2rs}.$$

If $r>s$, the numerator is $2s$ and the average is $1/r$. If $r<s$, the numerator is $2r$ and the average is $1/s$. In both cases the larger of the two distances stands in the denominator. Outside the shell the potential is that of a point charge; inside, it is constant.

Adding the shells gives the potential of the normalized charge $n$:

$$\phi(r)=\frac1r\int_0^r4\pi s^2n(s)\,ds+\int_r^\infty4\pi s\,n(s)\,ds .$$

The electron has charge $-1$, so its potential energy is $-Z\phi(r)$ for the extended nucleus and $-Z/r$ for the point nucleus. The difference, extended minus point, is

$$\Delta V(r)=-Z\phi(r)-\left(-\frac Zr\right)=\frac Zr-Z\phi(r).$$

Because $n$ is normalized, $1/r$ can be written as

$$\frac1r=\frac1r\int_0^r4\pi s^2n\,ds+\frac1r\int_r^\infty4\pi s^2n\,ds .$$

The charge inside $r$ cancels when $\phi$ is subtracted, which leaves

$$\Delta V(r)=Z\int_r^\infty4\pi s^2n(s)\left(\frac1r-\frac1s\right)ds. \tag{1}$$

In the integral $s\ge r$, so the bracket is not negative and $\Delta V\ge0$. Spreading the charge weakens the attraction. If the nuclear charge ends at a radius $R$, the integral is empty for $r\ge R$ and $\Delta V$ vanishes there. The perturbation is then confined to the nucleus.

**(b) Express the first-order shift of an atomic level through the electron density, and simplify it for a nucleus much smaller than the atom.**

*Solution.* Let $\Psi$ be the normalized state of $N$ electrons around the point nucleus. Replacing the nucleus adds the operator $\sum_{i=1}^N\Delta V(r_i)$ to the Hamiltonian. First-order perturbation theory gives its expectation value,

$$\Delta E=\Big\langle\Psi\Big|\sum_{i=1}^N\Delta V(r_i)\Big|\Psi\Big\rangle .$$

The electrons are identical, so all $N$ terms are equal. Define the total number density $\rho(\mathbf r)$ as $N$ times the integral of $|\Psi|^2$ over the positions of all electrons but one, summed over all spins. Its integral is $N$, and

$$\Delta E=\int\rho(\mathbf r)\,\Delta V(r)\,d^3r. \tag{2}$$

If the level is degenerate, this formula still applies to states of definite angular momentum. The added operator is unchanged by rotations and does not act on spin, so it mixes neither different angular momenta nor different components of one angular momentum.

The density of an atom varies appreciably near the nucleus over distances of order $1/Z$, whereas $\Delta V$ acts over distances of order the nuclear radius $R$. When $ZR\ll1$, the density may be replaced by its value at the origin:

$$\Delta E\simeq\rho(0)\int\Delta V\,d^3r. \tag{3}$$

The atom now enters through the single number $\rho(0)$, and the nucleus through the volume integral of $\Delta V$. Two approximations have been made: first-order perturbation theory and a constant density over the nucleus. Part (g) examines both.

**(c) Find the Laplacian of $\Delta V$ for $r>0$, and a simple function whose Laplacian is 1.**

*Solution.* For a function of $r$ alone, $\nabla^2f=(rf)''/r$, where a prime denotes a derivative with respect to $r$. Equation (1) gives

$$r\,\Delta V(r)=Z\int_r^\infty4\pi s^2n(s)\left(1-\frac rs\right)ds .$$

The derivative has a contribution from the lower limit and one from the integrand. The first is $-4\pi Zr^2n(r)(1-r/r)=0$. The second comes from $-r/s$, so

$$(r\,\Delta V)'=-Z\int_r^\infty4\pi s\,n(s)\,ds .$$

Differentiating again, the lower limit supplies a second minus sign:

$$(r\,\Delta V)''=4\pi Z\,r\,n(r).$$

Division by $r$ gives

$$\nabla^2\Delta V=4\pi Z\,n(r),\qquad r>0. \tag{4}$$

This is the Poisson equation. The sign is positive because $\Delta V$ is the energy of a negative charge. The point nucleus contributes nothing away from the origin, since $\nabla^2(1/r)=0$ there.

For the second function, try a power of $r$:

$$\nabla^2r^p=\frac{(r^{p+1})''}{r}=p(p+1)\,r^{p-2}. \tag{5}$$

With $p=2$ the right side is 6, so $g(r)=r^2/6$ satisfies $\nabla^2g=1$.

The radial derivative of $\Delta V$ will also be needed. Differentiating (1), the lower limit again contributes zero, and

$$\Delta V'(r)=-\frac{Z\,q(r)}{r^2},\qquad q(r)=\int_r^\infty4\pi s^2n(s)\,ds. \tag{6}$$

Here $q(r)$ is the fraction of the nuclear charge lying beyond $r$.

**(d) Use Green's theorem to evaluate $\int\Delta V\,d^3r$ for an arbitrary $n(r)$. Treat the origin and the distant surface explicitly.**

*Solution.* Green's theorem follows from applying the divergence theorem to the vector field $f\nabla g-g\nabla f$. Its divergence is

$$\nabla f\cdot\nabla g+f\nabla^2g-\nabla g\cdot\nabla f-g\nabla^2f=f\nabla^2g-g\nabla^2f .$$

Therefore, for a region with outward normal derivative $\partial_\nu$ on its surface,

$$\int(f\nabla^2g-g\nabla^2f)\,d^3r=\oint(f\,\partial_\nu g-g\,\partial_\nu f)\,dS. \tag{7}$$

Take $f=\Delta V$ and $g=r^2/6$ in the region $\varepsilon<r<L$. The small ball around the origin is left out because $\Delta V$ behaves like $Z/r$ there. If $n$ jumps at some radius, as at the edge of a uniform ball, the region can be divided at that radius. Since $\Delta V$ and $\Delta V'$ are continuous, the surface terms from the two sides of the division cancel.

Let $S_a$ denote the surface integral over the sphere of radius $a$ with the normal pointing away from the origin. Since $g'=r/3$,

$$S_a=4\pi a^2\left[\frac a3\,\Delta V(a)-\frac{a^2}6\,\Delta V'(a)\right].$$

The outward normal of the region points away from the origin at $L$ and towards it at $\varepsilon$. With (4) and $\nabla^2g=1$, equation (7) becomes

$$\int_{\varepsilon<r<L}\Delta V\,d^3r=\int_{\varepsilon<r<L}\frac{r^2}6\,4\pi Zn\,d^3r+S_L-S_\varepsilon. \tag{8}$$

*The inner surface.* Insert $\Delta V(\varepsilon)=Z/\varepsilon-Z\phi(\varepsilon)$ and (6):

$$S_\varepsilon=4\pi\varepsilon^2Z\left[\frac13-\frac{\varepsilon\phi(\varepsilon)}3+\frac{q(\varepsilon)}6\right].$$

For bounded $n$ the potential $\phi$ stays finite at the origin, and $q(\varepsilon)\to1$. The bracket tends to $1/3+1/6=1/2$, so $S_\varepsilon\simeq2\pi Z\varepsilon^2$, which vanishes with $\varepsilon$. The value has a direct meaning. The omitted ball would have contributed

$$\int_0^\varepsilon4\pi r^2\,\frac Zr\,dr=2\pi Z\varepsilon^2$$

to leading order, and this is the amount by which the left side of (8) falls short.

*The outer surface.* For a nucleus with a sharp edge, $\Delta V$ and $\Delta V'$ vanish once $L$ exceeds its radius, and $S_L=0$. For a charge with a tail, the bracket in (1) is at most $1/r$, so $\Delta V(L)\le Zq(L)/L$. Together with (6) this gives

$$0\le S_L\le4\pi L^2Zq(L)\left[\frac13+\frac16\right]=2\pi Z\,L^2q(L).$$

Every radius $s$ in the integral for $q(L)$ is at least $L$, hence

$$L^2q(L)\le\int_L^\infty4\pi s^4n(s)\,ds .$$

The right side is the part of $\langle r^2\rangle$ that comes from beyond $L$. It tends to zero because $\langle r^2\rangle$ is finite, and so does $S_L$.

Letting $\varepsilon\to0$ and $L\to\infty$ in (8) gives

$$\int\Delta V\,d^3r=\frac{4\pi Z}6\int r^2n\,d^3r=\frac{2\pi}3\,Z\,\langle r^2\rangle. \tag{9}$$

No small-radius approximation has entered (9). It holds for every spherical charge density admitted at the start.

**(e) State the level shift. Check the volume integral by a second method, and explain why the mean-square radius appears.**

*Solution.* Inserting (9) into (3) gives

$$\boxed{\;\Delta E=\frac{2\pi}3\,Z\,\rho(0)\,\langle r^2\rangle\;} \tag{10}$$

to leading order in $ZR$. The shift is positive: the level is raised and the atom is bound less tightly than with a point nucleus.

For the second method, insert (1) into the volume integral and exchange the order of the two integrations. A shell of radius $s$ affects the points with $r<s$, so

$$\int\Delta V\,d^3r=Z\int_0^\infty4\pi s^2n(s)\left[\int_0^s4\pi r^2\left(\frac1r-\frac1s\right)dr\right]ds .$$

The inner integral is

$$4\pi\left(\frac{s^2}2-\frac{s^3}{3s}\right)=4\pi s^2\left(\frac12-\frac13\right)=\frac{2\pi}3s^2,$$

and averaging it over the charge reproduces (9). Each unit of charge at distance $s$ contributes in proportion to $s^2$, whatever the rest of the charge does. One power of $s$ is lost because the potential difference is of order $1/s$, and three are gained from the volume in which it acts.

A uniformly charged ball of radius $R$ gives a concrete case. Here $n=3/(4\pi R^3)$ for $r<R$, and

$$\langle r^2\rangle=\frac3{R^3}\int_0^Rr^4\,dr=\frac35R^2 .$$

Equation (9) then predicts $\int\Delta V\,d^3r=2\pi ZR^2/5$. For $R$ equal to a model length $b$ this is $1.256637\,Zb^2$, the value found by numerical integration of $\Delta V$.

Four other profiles were integrated in the same way: a hollow ball with $n\propto r^2$ up to $b$, a Gaussian $e^{-r^2/b^2}$, an exponential $e^{-r/b}$, and a Fermi profile with a diffuse edge. For the exponential, $\langle r^2\rangle=12\,b^2$, and the integral is $25.132741\,Zb^2$, which equals $(2\pi/3)\times12\,Zb^2$ to the digits shown. All five profiles passed the test of (9). At this order, nuclei with equal $Z$ and equal $\langle r^2\rangle$ give the same shift even if their charge profiles differ.

## Second half: size, accuracy and a many-electron atom

The symbols are those of the first half. The nucleus has charge $Z$, normalized density $n(r)$ and moments $\langle r^k\rangle$; $R$ is its radius, and $q(r)$ is the fraction of its charge beyond $r$. The difference between an electron's potential energy with the extended and with the point nucleus is $\Delta V(r)\ge0$. It satisfies $\nabla^2\Delta V=4\pi Zn$ for $r>0$, and Green's theorem gave $\int\Delta V\,d^3r=(2\pi/3)Z\langle r^2\rangle$. With the total electron density $\rho(0)$ at the point nucleus, the leading level shift is

$$\Delta E=\frac{2\pi}3\,Z\,\rho(0)\,\langle r^2\rangle. \tag{10}$$

**(f) Evaluate the shift of the 1s and 2s levels of a one-electron ion. Take $Z=4$ and a root-mean-square nuclear radius of 2.5 fm, a round value chosen for the example.**

*Solution.* The 1s function is proportional to $e^{-Zr}$. Its squared norm before normalization is

$$4\pi\int_0^\infty r^2e^{-2Zr}\,dr=4\pi\,\frac2{(2Z)^3}=\frac\pi{Z^3},$$

so $\rho_{1s}(0)=Z^3/\pi$. The 2s function is proportional to $(1-Zr/2)e^{-Zr/2}$. With $x=Zr$ its squared norm is

$$\frac{4\pi}{Z^3}\int_0^\infty\left(x^2-x^3+\frac{x^4}4\right)e^{-x}\,dx=\frac{4\pi}{Z^3}(2-6+6)=\frac{8\pi}{Z^3},$$

so $\rho_{2s}(0)=Z^3/(8\pi)$. Equation (10) becomes

$$\Delta E_{1s}=\frac23Z^4\langle r^2\rangle,\qquad \Delta E_{2s}=\frac1{12}Z^4\langle r^2\rangle .$$

One power of $Z$ comes from the strength of the nuclear field and three from the contraction of the orbital.

The Bohr radius is 52917.721 fm, so the root-mean-square radius is $2.5/52917.721=4.7243\times10^{-5}$ bohr and $\langle r^2\rangle=2.2319\times10^{-9}$ bohr$^2$. The density is $\rho_{1s}(0)=64/\pi=20.372$ bohr$^{-3}$. Hence

$$\Delta E_{1s}=\frac{2\pi}3\times4\times20.372\times2.2319\times10^{-9}=3.81\times10^{-7}\ \text{hartree},$$

which corresponds to a frequency of about 2510 MHz. The 2s shift is one eighth of this, $4.76\times10^{-8}$ hartree.

A uniformly charged ball with this mean-square radius has $R=6.099\times10^{-5}$ bohr. The average of $\Delta V$ over its volume is

$$\frac{2\pi ZR^2/5}{4\pi R^3/3}=\frac{3Z}{10R}\simeq2.0\times10^4\ \text{hartree}.$$

This is far larger than the binding energy $Z^2/2=8$ hartree. The shift is small because the probability of finding the electron inside the ball, $\rho_{1s}(0)\,4\pi R^3/3$, is only about $1.9\times10^{-11}$.

To leading order, the field shift depends on the nucleus only through its charge and mean-square radius, and on the atom only through the electron density at the nucleus; for the one-electron example it is small although $\Delta V$ inside the nucleus is large. It remains to examine the accuracy of this formula, apply it to transitions, isotopes and the beryllium atom and its doubly charged ion, and find where it fails.

All numerical values are calculated from the stated model.
